\section*{Magnetic modes on the 4b site of Pbnm and weak ferromagnetism}

\section{Sites and operations}

\textbf{Q.} An orthoferrite has four Fe spins per cell, almost antiparallel to their neighbours. You claim that symmetry says whether a small net moment may accompany that order. What exactly do you assume?

\textbf{A.} I assume space group $Pbnm$, with $x,y,z$ along the three crystal axes and the origin at an inversion centre. Only Fe carries a moment, and the order has $\mathbf k=0$: spins separated by a lattice translation are equal. The 4b sites are
\begin{equation}
1:(\tfrac12,0,0),\quad 2:(\tfrac12,0,\tfrac12),\quad
3:(0,\tfrac12,\tfrac12),\quad 4:(0,\tfrac12,0).
\end{equation}
This numbering matters, because the letters used below for the spin patterns refer to it.

\textbf{Q.} And the symmetry operations? I want them from the group symbol, not from a table.

\textbf{A.} The symbol names three reflections, perpendicular to $x$, $y$ and $z$:
\begin{align}
b&:(\tfrac12-x,\;y+\tfrac12,\;z),\nonumber\\
n&:(x+\tfrac12,\;\tfrac12-y,\;z+\tfrac12),\\
m&:(x,\;y,\;\tfrac12-z).\nonumber
\end{align}
Their products, with the right-hand factor acting first and whole lattice translations dropped, are
\begin{align}
2_x=nm&:(x+\tfrac12,\;\tfrac12-y,\;-z),\nonumber\\
2_y=bm&:(\tfrac12-x,\;y+\tfrac12,\;\tfrac12-z),\\
2_z=bn&:(-x,\;-y,\;z+\tfrac12),\nonumber\\
I=bnm&:(-x,-y,-z).\nonumber
\end{align}
With the identity these are eight operations. Modulo translations they commute and each squares to the identity. Every irreducible representation is therefore one-dimensional, with characters $\pm1$. The signs of $2_x$, $2_y$ and $I$ can be chosen freely and fix the rest, since $2_z=2_x2_y$ modulo translations. There are eight representations, four even and four odd under $I$.

\textbf{Q.} How do the sites move?

\textbf{A.} Insert the coordinates. For example, $2_x$ sends site 1 to $(1,\frac12,0)$, which is site 4 up to a translation, and site 2 to $(1,\frac12,-\frac12)$, which is site 3. Likewise $2_y$ sends 1 to $(0,\frac12,\frac12)$ and 2 to $(0,\frac12,0)$, while $2_z$ sends 1 to $(-\frac12,0,\frac12)$ and 3 to $(0,-\frac12,1)$. Hence
\begin{equation}
2_x:(14)(23),\qquad 2_y:(13)(24),\qquad 2_z:(12)(34).
\end{equation}
Inversion only changes signs of coordinates equal to $0$ or $\frac12$, so it returns each site to itself up to a translation.

\section{Reducing the spin representation}

\textbf{Q.} A reflection reverses the normal component of an arrow. Does it do the same to a spin?

\textbf{A.} No. Spin is an axial vector, like angular momentum $\mathbf r\times\mathbf p$. If $R$ is the matrix acting on positions, then
\begin{equation}
\mathbf S'_{g(i)}=\det(R)\,R\,\mathbf S_i .
\label{eq:axial}
\end{equation}
For inversion $\det(R)R=(-1)(-1)=1$, so the spin is unchanged. Since $b=I2_x$, $n=I2_y$ and $m=I2_z$ modulo translations, each reflection acts on spins as the matching twofold rotation.

\textbf{Q.} There are twelve spin components. Which representations do they contain?

\textbf{A.} A trace receives contributions only from sites that stay in place. The identity and inversion keep all four, and each contributes a $3\times3$ unit matrix, so both characters are $12$. The other six operations move every site and have character $0$. Representation $\nu$ therefore occurs
\begin{equation}
n_\nu=\frac18\sum_g\chi_\nu(g)\chi(g)=\frac{12+12\,\chi_\nu(I)}8
\end{equation}
times: three times if even, never if odd. Label the even ones by their characters for $(2_x,2_y,2_z)$:
\begin{equation}
\begin{aligned}
\Gamma_1&:(+,+,+),&\Gamma_2&:(+,-,-),\\
\Gamma_3&:(-,+,-),&\Gamma_4&:(-,-,+).
\end{aligned}
\end{equation}

\textbf{Q.} Counting does not tell me what the modes look like.

\textbf{A.} Form four combinations of the spins:
\begin{align}
\mathbf F&=\tfrac14(\mathbf S_1+\mathbf S_2+\mathbf S_3+\mathbf S_4),&
\mathbf G&=\tfrac14(\mathbf S_1-\mathbf S_2+\mathbf S_3-\mathbf S_4),\nonumber\\
\mathbf C&=\tfrac14(\mathbf S_1+\mathbf S_2-\mathbf S_3-\mathbf S_4),&
\mathbf A&=\tfrac14(\mathbf S_1-\mathbf S_2-\mathbf S_3+\mathbf S_4).
\end{align}
The sign patterns are mutually orthogonal, so nothing is lost; for instance $\mathbf S_1=\mathbf F+\mathbf G+\mathbf C+\mathbf A$. The net moment is proportional to $\mathbf F$. In $\mathbf G$ order site 1 is opposite to both 2 and 4, the sites of its six nearest neighbours in the perovskite-derived cell, where $c/2$ and $\frac12\sqrt{a^2+b^2}$ are nearly equal and are the shortest Fe--Fe distances.

Each permutation returns each pattern up to a sign. Take $2_x$, which exchanges 1 with 4 and 2 with 3. The pattern of $\mathbf G$, $(+,-,+,-)$, becomes $(-,+,-,+)$, so its sign is $-$. That of $\mathbf A$, $(+,-,-,+)$, is unchanged. All signs follow in this way, and the signs of the spin components are the diagonal elements of the rotations:
\begin{equation}
\begin{array}{c|ccc}
 &2_x&2_y&2_z\\ \hline
\mathbf F&+&+&+\\
\mathbf G&-&+&-\\
\mathbf C&-&-&+\\
\mathbf A&+&-&-
\end{array}
\qquad
\begin{array}{c|ccc}
 &2_x&2_y&2_z\\ \hline
x&+&-&-\\
y&-&+&-\\
z&-&-&+
\end{array}
\end{equation}

\textbf{Q.} Then a mode such as $G_x$ takes the product of two rows?

\textbf{A.} Yes. For $G_x$ the product is $(-,-,+)$, which is $\Gamma_4$. For $G_y$ it is $(+,+,+)$, and for $G_z$ it is $(+,-,-)$. All twelve products give
\begin{equation}
\begin{array}{c|ccc}
 &x&y&z\\ \hline
\mathbf F&\Gamma_2&\Gamma_3&\Gamma_4\\
\mathbf G&\Gamma_4&\Gamma_1&\Gamma_2\\
\mathbf C&\Gamma_3&\Gamma_2&\Gamma_1\\
\mathbf A&\Gamma_1&\Gamma_4&\Gamma_3
\end{array}
\end{equation}
Each representation occurs three times, as counted. Collecting equal labels,
\begin{equation}
\begin{aligned}
\Gamma_1&:A_xG_yC_z,&\Gamma_2&:F_xC_yG_z,\\
\Gamma_3&:C_xF_yA_z,&\Gamma_4&:G_xA_yF_z.
\end{aligned}
\label{eq:modes}
\end{equation}
The symbol $G_xA_yF_z$ means that the $x$ components follow pattern $\mathbf G$, the $y$ components $\mathbf A$ and the $z$ components $\mathbf F$. Their relative sizes are not fixed by symmetry.

\section{What symmetry allows}

\textbf{Q.} Sharing a label is bookkeeping. Why should $G_x$ have anything to do with $F_z$?

\textbf{A.} Consider a term $\lambda\,m_1m_2$ in the energy, where $m_1$ and $m_2$ are two mode amplitudes. An operation multiplies it by the product of their characters. If the representations differ, some operation gives $-1$, and invariance demands $\lambda=-\lambda=0$. If they agree, every product is $+1$ and the term may be present. Time reversal changes both signs and also permits it.

Suppose $G_x$ is the main order and $F_z$ costs energy $\frac12\kappa_FF_z^2$ with $\kappa_F>0$. Minimizing over $F_z$,
\begin{equation}
\frac{\partial}{\partial F_z}\left(\tfrac12\kappa_FF_z^2+\lambda G_xF_z\right)=0
\quad\Rightarrow\quad F_z=-\frac{\lambda}{\kappa_F}G_x .
\end{equation}
The net moment follows the antiferromagnetic order linearly, with no instability of its own. This is weak ferromagnetism. By \eqref{eq:modes}, $G_x$ can induce $F_z$ and $G_z$ can induce $F_x$, while $G_y$ has no ferromagnetic partner. $\Gamma_3$ does allow $F_y$, but its companions are $C_x$ and $A_z$, not a $\mathbf G$ mode.

\textbf{Q.} You used a quadratic energy. Could a quartic term give $G_y$ a moment?

\textbf{A.} Not while the state stays in $\Gamma_1$. Every operation then leaves the spin arrangement unchanged, and a uniform axial vector $\mathbf F$ cannot survive: $2_x$ removes $F_y$ and $F_z$, and $2_y$ removes $F_x$. This argument uses no expansion.

For the other representations, an operation with character $-1$ reverses all spins. Time reversal reverses them back, so the combination, marked by a prime, is a symmetry. The reflections $b,n,m$ have the characters of $2_x,2_y,2_z$, because $I$ is even. The magnetic groups are
\begin{equation}
\Gamma_1:Pbnm,\quad\Gamma_2:Pbn'm',\quad
\Gamma_3:Pb'nm',\quad\Gamma_4:Pb'n'm .
\end{equation}
The argument fails if the state mixes representations. When spins rotate between $x$ and $y$, for example, $G_x$ and $G_y$ coexist, and $F_z$ can accompany the $G_x$ part.

\section{A microscopic source of the moment}

\textbf{Q.} So far $\lambda$ might be zero. Show me an interaction that produces it.

\textbf{A.} Take classical spins $\mathbf S_i=S\mathbf s_i$ with $|\mathbf s_i|=1$. Let nearest neighbours have exchange $J\,\mathbf S_i\cdot\mathbf S_j$, counted once per bond, and the Dzyaloshinskii--Moriya energy $\mathbf D_{ij}\cdot(\mathbf S_i\times\mathbf S_j)$. Reversing the bond direction reverses $\mathbf D$. Add $-KS_x^2$ on each site, with $K>0$, to favour $x$. The $\mathbf D$ vectors produce an anisotropy of their own, of order $D^2/J$, so $K$ selects the spin direction only if it outweighs that.

\textbf{Q.} You cannot choose $\mathbf D$ freely on every bond.

\textbf{A.} No; symmetry relates the bonds. $\mathbf D$ transforms as an axial vector, since the cross product of two axial vectors is axial.

The bond $1\to2$ along $z$ has its ends exchanged by $m$, which acts on axial vectors as $\mathrm{diag}(-1,-1,1)$. Thus $\mathbf D_{21}=(-D_x,-D_y,D_z)$. But $\mathbf D_{21}=-\mathbf D_{12}$, so $D_z=0$ and $\mathbf D_{12}=(\alpha,\beta,0)$. Inversion about site 1 gives the neighbour on the other side the same vector. The rotation $2_x$ maps $1\to2$ to $4\to3$, so $\mathbf D_{43}=(\alpha,-\beta,0)$.

The in-plane bond $1\to4$ has no such restriction: $\mathbf D=(\delta_x,\delta_y,\delta_z)$. Inversion about site 1 gives a second bond with the same vector. The glide $b$ maps $1\to4$ to a bond $4\to1$ with vector $(\delta_x,-\delta_y,-\delta_z)$; read from 1 to 4 it is $(-\delta_x,\delta_y,\delta_z)$, and this too occurs twice. The four bonds sum to $4(0,\delta_y,\delta_z)$, so $\delta_x$ cancels at $\mathbf k=0$. Applying $2_z$, the four bonds $2\to3$ sum to $4(0,-\delta_y,\delta_z)$.

\textbf{Q.} Now the energy, with every factor visible.

\textbf{A.} Let $g,h,f$ be the amplitudes of $G_x,A_y,F_z$ for the unit spins:
\begin{align}
\mathbf s_1&=(g,h,f),&\mathbf s_2&=(-g,-h,f),\nonumber\\
\mathbf s_3&=(g,-h,f),&\mathbf s_4&=(-g,h,f),
\end{align}
with $g^2+h^2+f^2=1$. The scalar products are
\begin{align}
\mathbf s_1\cdot\mathbf s_2=\mathbf s_4\cdot\mathbf s_3&=-g^2-h^2+f^2,\nonumber\\
\mathbf s_1\cdot\mathbf s_4=\mathbf s_2\cdot\mathbf s_3&=-g^2+h^2+f^2,
\end{align}
and the vector products are
\begin{align}
\mathbf s_1\times\mathbf s_2&=(2hf,-2gf,0),&
\mathbf s_4\times\mathbf s_3&=(2hf,2gf,0),\nonumber\\
\mathbf s_1\times\mathbf s_4&=(0,-2gf,2gh),&
\mathbf s_2\times\mathbf s_3&=(0,2gf,2gh).
\end{align}
A cell has two bonds for each of the pairs 12 and 43, and four for each of 14 and 23. The two $z$-bond pairs contribute equally, as do the two in-plane pairs:
\begin{align}
\frac{E_D}{S^2}&=2\cdot2(2\alpha hf-2\beta gf)
+2\cdot4(-2\delta_ygf+2\delta_zgh)\nonumber\\
&=8\alpha hf-8(\beta+2\delta_y)gf+16\delta_zgh .
\end{align}
With $J_c$ for $z$ bonds and $J_{ab}$ for in-plane bonds, exchange gives $4J_c(-g^2-h^2+f^2)+8J_{ab}(-g^2+h^2+f^2)$, and anisotropy gives $-4Kg^2$. Thus $E/S^2=v^TMv$ with $v=(g,h,f)^T$. The off-diagonal elements are half the coefficients of the products:
\begin{equation}
\begin{aligned}
M_{gg}&=-4J_c-8J_{ab}-4K,& M_{gh}&=8\delta_z,\\
M_{hh}&=8J_{ab}-4J_c,& M_{gf}&=-4(\beta+2\delta_y),\\
M_{ff}&=4J_c+8J_{ab},& M_{hf}&=4\alpha .
\end{aligned}
\end{equation}

\textbf{Q.} Where is the canting angle?

\textbf{A.} Minimizing at fixed $v^Tv=1$ gives $Mv=\varepsilon v$, with $\varepsilon$ the lowest eigenvalue. Its last two rows are
\begin{align}
(M_{hh}-\varepsilon)h&=-M_{gh}g-M_{hf}f,\nonumber\\
(M_{ff}-\varepsilon)f&=-M_{gf}g-M_{hf}h .
\label{eq:rows}
\end{align}
For antiferromagnetic exchange and $|\mathbf D|\ll J$, $h$ and $f$ are of order $D/J$. To first order drop the $M_{hf}$ terms and set $\varepsilon=M_{gg}$. Since $M_{ff}-M_{gg}=8J_c+16J_{ab}+4K$ and $M_{hh}-M_{gg}=16J_{ab}+4K$,
\begin{equation}
\frac{F_z}{G_x}=\frac{\beta+2\delta_y}{2J_c+4J_{ab}+K},\qquad
\frac{A_y}{G_x}=-\frac{2\delta_z}{4J_{ab}+K}.
\label{eq:cant}
\end{equation}
Tilting all spins towards $z$ works against all six antiferromagnetic bonds of a site. The $A_y$ tilt works against the four in-plane bonds alone, so $J_c$ is absent from its denominator.

\textbf{Q.} And if the easy axis is $z$?

\textbf{A.} Replace the anisotropy by $-KS_z^2$ and use $\Gamma_2$, with $f,h,g$ now the amplitudes of $F_x,C_y,G_z$:
\begin{align}
\mathbf s_1&=(f,h,g),&\mathbf s_2&=(f,h,-g),\nonumber\\
\mathbf s_3&=(f,-h,g),&\mathbf s_4&=(f,-h,-g).
\end{align}
The vector products are $\mathbf s_1\times\mathbf s_2=(-2hg,2fg,0)$, $\mathbf s_4\times\mathbf s_3=(-2hg,-2fg,0)$, $\mathbf s_1\times\mathbf s_4=(0,2fg,-2fh)$ and $\mathbf s_2\times\mathbf s_3=(0,-2fg,-2fh)$. With the same bond counts,
\begin{equation}
\frac{E_D}{S^2}=-8\alpha hg+8(\beta+2\delta_y)fg-16\delta_zfh .
\end{equation}
The diagonal coefficients of $f^2$ and $g^2$ are as before. That of $h^2$ is $4J_c-8J_{ab}$, because pattern $\mathbf C$ is parallel on $z$ bonds and antiparallel in the plane; it lies $8J_c+4K$ above that of $g^2$. The same first-order step gives
\begin{equation}
\frac{F_x}{G_z}=-\frac{\beta+2\delta_y}{2J_c+4J_{ab}+K},\qquad
\frac{C_y}{G_z}=\frac{\alpha}{2J_c+K}.
\end{equation}

\section{Numbers, and what could go wrong}

\textbf{Q.} Put in numbers.

\textbf{A.} Choose round model parameters, not fitted to any compound: $S=5/2$, a $g$ factor of 2, $J_c=J_{ab}=5$ meV, $K=0.01$ meV, $(\alpha,\beta)=(0.12,0.10)$ meV and $(\delta_x,\delta_y,\delta_z)=(0.10,0.08,0.06)$ meV. For easy axis $x$,
\begin{align}
\frac{F_z}{G_x}&\approx\frac{0.10+0.16}{10+20+0.01}=0.00866,\nonumber\\
\frac{A_y}{G_x}&\approx-\frac{0.12}{20.01}=-0.0060 .
\end{align}
Diagonalization gives $F_z=0.00869$, a canting angle of $0.50^\circ$. The net moment has magnitude $2\times2.5\times0.00869\,\mu_B=0.043\,\mu_B$ per Fe. For easy axis $z$ it lies along $x$, with nearly the same magnitude. For easy axis $y$ the program finds $G_y$ with small $A_x$ and $C_z$, and it asserts that $\mathbf F$ vanishes to numerical accuracy, although the $\mathbf D$ vectors are unchanged.

\textbf{Q.} Why is $0.00869$ slightly above your formula?

\textbf{A.} The dropped term in \eqref{eq:rows} explains it. With $h=-0.00605$, $-M_{hf}h=0.48\times0.00605=0.0029$ meV adds to $-M_{gf}g=1.04$ meV, an increase of about $0.3\%$.

\textbf{Q.} You minimized within $\Gamma_4$. Perhaps a state outside it is lower.

\textbf{A.} Write the $\mathbf k=0$ energy as a quadratic form in all twelve components. Relax the four conditions $|\mathbf s_i|=1$ to the single condition $\sum_i|\mathbf s_i|^2=4$. The minimum is then four times the lowest eigenvalue, and the true minimum cannot be lower. If that eigenvalue is nondegenerate, each operation multiplies its eigenvector by $\pm1$. By \eqref{eq:axial} spins on sites related by symmetry then have equal length. All four sites are so related, hence every length is 1 and the bound is attained.

In the example the lowest eigenvector is the $\Gamma_4$ state. This depends on $K$. To second order in $\mathbf D$ and without $K$, the $C_y$ admixture lowers $E/S^2$ of $\Gamma_2$ by $2\alpha^2/J_c$ and the $A_y$ admixture lowers that of $\Gamma_4$ by $4\delta_z^2/J_{ab}$, while the ferromagnetic admixtures lower both equally. Hence $\Gamma_4$ requires $4K>2\alpha^2/J_c-4\delta_z^2/J_{ab}$, here $K$ above about $0.0007$ meV; below that the ground state is $\Gamma_2$. For easy axis $y$ the state $\Gamma_1$ likewise gives way to $\Gamma_2$ when $K$ is below about $0.0015$ meV. A direct minimization over four unit spins reaches the same energy. On the sampled grids of nonzero $\mathbf k$ the lowest eigenvalue was higher than at $\mathbf k=0$; this supports the assumption of $\mathbf k=0$ but is not a proof for every $\mathbf k$.

\textbf{Q.} Does $\Gamma_4$ order guarantee a moment, then?

\textbf{A.} No. Set all $\mathbf D=0$ in this model: $M$ becomes diagonal and $F_z=0$, though the symmetry label is the same. Symmetry permits the coupling; the interactions determine its size.

\textbf{Q.} And is a $\mathbf D$ vector necessary?

\textbf{A.} No. Let the single-ion axes tilt, with energy $2\kappa S_xS_z$ on site 1. The product $S_xS_z$ changes sign under $2_z$ and $2_x$ but not under $2_y$, so the coefficient is $-2\kappa$ on sites 2 and 4 and $+2\kappa$ on site 3. This is pattern $\mathbf G$. In the $\Gamma_4$ state $s_x$ also alternates as $\mathbf G$, so the four terms add to $8\kappa gf$ and $M_{gf}=4\kappa$. Without $\mathbf D$, to first order in $\kappa/J$,
\begin{equation}
\frac{F_z}{G_x}=-\frac{4\kappa}{8J_c+16J_{ab}+4K}
=-\frac{\kappa}{2J_c+4J_{ab}+K}.
\end{equation}
For $\kappa=0.02$ meV this is $-0.02/30.01=-0.00067$, in agreement with the diagonalization. With $K=0.01$ meV this $\kappa$ is no small tilt: $\tan2\theta=2\kappa/K$ puts the local axis $38^\circ$ from $x$. Comparing with \eqref{eq:cant}, the choice $\kappa=-(\beta+2\delta_y)=-0.26$ meV would give the same first-order $F_z$ as the $\mathbf D$ vectors, though with $A_y=0$ and only for $|\kappa|\gg K$. Within this model the single number $F_z$ therefore does not identify its microscopic source.

\textbf{Q.} The mode table still rests on your sign bookkeeping. Has it been checked otherwise?

\textbf{A.} The numerical check constructs projection operators from the three reflections and recovers \eqref{eq:modes}. It also generates random bilinear couplings bond by bond in real space. Couplings between different representations vanish to rounding error, while all those within a representation are nonzero.

\section*{Calculated quantities}
\begin{verbatim}
2x: sites 1,2,3,4 go to [4, 3, 2, 1]
2y: sites 1,2,3,4 go to [3, 4, 1, 2]
2z: sites 1,2,3,4 go to [2, 1, 4, 3]
inversion: sites 1,2,3,4 go to [1, 2, 3, 4]
spin characters of identity and inversion: 12 12
G1: AxGyCz, characters of 2x,2y,2z [1, 1, 1], even/odd multiplicity 3/0, group Pbnm
G2: FxCyGz, characters of 2x,2y,2z [1, -1, -1], even/odd multiplicity 3/0, group Pbn'm'
G3: CxFyAz, characters of 2x,2y,2z [-1, 1, -1], even/odd multiplicity 3/0, group Pb'nm'
G4: GxAyFz, characters of 2x,2y,2z [-1, -1, 1], even/odd multiplicity 3/0, group Pb'n'm
random couplings: largest between representations 4.4e-16
random couplings: smallest within a representation 0.349
spin S = 2.5, g factor = 2.0
Jc = 5.0 meV, Jab = 5.0 meV, K = 0.01 meV
c bond D = (0.12, 0.1, 0) meV
in-plane bond D = (0.1, 0.08, 0.06) meV
energy matrix of (Gx, Ay, Fz), meV per cell and per S^2:
     -60.040     0.480    -1.040
       0.480    20.000     0.480
      -1.040     0.480    60.000
easy axis x: Fz = 0.008687, Gx = 0.999944, Ay = -0.006048
easy axis x: energy -93.83115 meV per Fe
easy axis y: Gy = 0.999910, Cz = -0.012020, Ax = 0.006032
easy axis y: energy -93.82604 meV per Fe
easy axis z: Fx = -0.008614, Gz = 0.999892, Cy = 0.011879
easy axis z: energy -93.83541 meV per Fe
first-order Fz/Gx = 0.008664
first-order Ay/Gx = -0.005997
first-order Fx/Gz = -0.008664
first-order Cy/Gz = 0.011988
canting angle out of the ab plane, easy axis x: 0.4977 degrees
weak moment along c, easy axis x: 0.04343 mu_B per Fe
weak moment along a, easy axis z: -0.04307 mu_B per Fe
Fz without D vectors: 4.2e-25
single-ion tilt kappa = 0.02 meV, no D: Fz = -0.000666
direct minimum minus eigenvalue result: 3.0e-11 meV per cell and per S^2
smallest energy rise at sampled k != 0: 0.0274 meV per cell and per S^2
\end{verbatim}
